# Screw dislocations in solid-on-solid growth: integer offsets and movable cuts

Where a screw dislocation meets a crystal surface, a walk once round its core along the surface ends one or more atomic layers above its start. The layers form a continuous ramp, and a step runs out from the core. During growth the outer part of the step advances while its inner end stays at the core, so the step winds into a spiral. A solid-on-solid simulation stores one integer height per site, and a single-valued height cannot rise on a closed walk. The missing rise has to be stored elsewhere, along a line called the cut. The step is physical, whereas the position of the cut is bookkeeping: moving the cut between fixed ends, with the heights adjusted to match, must leave the surface energy unchanged. On a periodic lattice this excludes carrying the cut round the cell, as shown below.

## Energy from counting bonds

Let site \(i\) of a square lattice carry a column of atoms filled up to the integer level \(h_i\), without vacancies or overhangs. Each nearest-neighbour bond lowers the energy by \(\phi\). Each directed lateral link \(i\to j\) has an integer offset \(s_{ij}=-s_{ji}\), with this meaning: level \(k\) on \(i\) faces level \(k-s_{ij}\) on \(j\). Away from the cut \(s_{ij}=0\).

A lateral bond at level \(k\) exists if both atoms exist, that is, if \(k\le h_i\) and \(k-s_{ij}\le h_j\). Above a fixed deep level, the link therefore holds \(\min(h_i,\,h_j+s_{ij})\) bonds plus a constant. Define the true height rise

\[
g_{ij}=h_j-h_i+s_{ij}.
\]

Since \(\min(a,b)=\tfrac12(a+b-|a-b|)\),

\[
\min(h_i,h_j+s_{ij})=\tfrac12\left(h_i+h_j+s_{ij}-|g_{ij}|\right).
\]

On a periodic lattice each site belongs to four links, so summing over links gives \(2\sum_i h_i-\tfrac12\sum|g_{ij}|\) plus a constant. Vertical bonds add \(\sum_i h_i\) plus a constant. The bond energy is thus

\[
-\phi N_{\rm bonds}=-3\phi\sum_i h_i+E+\text{const},\qquad
E=\frac{\phi}{2}\sum_{\langle ij\rangle}|g_{ij}| .
\]

The first term is the energy of an atom at a kink, which has three bonds. It is absorbed into the driving force: \(\Delta\mu\) denotes the free energy gained when a unit moves from the vapour to a kink. The quantity that governs growth is

\[
W=E-\Delta\mu\sum_i h_i .
\]

On a lattice with free edges, a site with \(z_i<4\) neighbours would add a side-wall energy \((\phi/2)(4-z_i)h_i\). The free lattices below omit it and use \(E\) alone.

## Placing the core and the cut

Write \(u(x,y)\) for the offset on \((x,y)\to(x+1,y)\) and \(v(x,y)\) for that on \((x,y)\to(x,y+1)\). Label a plaquette by its lower left site. The anticlockwise sum of its offsets is

\[
B(x,y)=u(x,y)+v(x+1,y)-u(x,y+1)-v(x,y).
\]

The heights cancel in the corresponding sum of \(g\), because each corner is entered once and left once. Hence \(B\) is the number of layers climbed on the walk. A core of Burgers number \(b\) is a plaquette with \(B=b\), and all ordinary plaquettes have \(B=0\). The core lies between sites, not on one.

A cut is a path from plaquette to plaquette. Leaving \((x,y)\) to the right crosses the link carrying \(v(x+1,y)\). This offset enters \(B(x,y)\) with a plus sign and \(B(x+1,y)\) with a minus sign, so adding \(b\) to it gives \(+b\) behind and \(-b\) ahead. The other three directions follow in the same way:

```
make_cut(start, moves, b):
    u, v = 0;  (x, y) = start
    for m in moves:
        right: v[x+1, y] += b;  x += 1
        left:  v[x, y]   -= b;  x -= 1
        up:    u[x, y+1] -= b;  y += 1
        down:  u[x, y]   += b;  y -= 1
```

At a plaquette inside the path, the \(-b\) from entering cancels the \(+b\) from leaving. What remains is \(+b\) at the start and \(-b\) at the end. On a free lattice the end can lie outside, which leaves one dislocation. On a periodic lattice indices wrap, each offset enters two plaquettes with opposite signs, and the total of \(B\) is zero. The simplest periodic case is therefore a pair of opposite cores.

## Why the cut can be moved

Choose any integer field \(n_i\) and change heights and offsets together:

\[
h_i'=h_i+n_i,\qquad s_{ij}'=s_{ij}-(n_j-n_i).
\]

Then

\[
g_{ij}'=h_j+n_j-h_i-n_i+s_{ij}-n_j+n_i=g_{ij}.
\]

Each term of \(E\) is unchanged, not merely the sum. To pass the cut over one site \(i\), take \(n_i=m\) there and zero elsewhere. The height rises by \(m\), and all offsets directed out of \(i\) also rise by \(m\).

Conversely, suppose two offset fields \(s^A\) and \(s^B\) have the same plaquette sums. Their difference \(D=s^A-s^B\) has zero sum round each plaquette. A shift that compensates must satisfy \(D_{ij}=n_j-n_i\). Construct it by going along the bottom row and then up:

\[
n(x,y)=\sum_{x'<x}D_u(x',0)+\sum_{y'<y}D_v(x,y').
\]

The vertical links satisfy the condition by construction, as do the horizontal links of the bottom row. If the horizontal links of row \(y\) satisfy it, then

\[
n(x+1,y+1)-n(x,y+1)=D_u(x,y)+D_v(x+1,y)-D_v(x,y)=D_u(x,y+1),
\]

where the last equality is the vanishing plaquette sum. The condition thus holds row by row. Two solutions can differ only by a constant, because their difference does not change across any link of a connected lattice.

On a periodic lattice the links that close the cell must satisfy the condition too. This requires the sums of \(D\) round both periods to vanish. In code, compute \(n\), then test \(D_{ij}=n_j-n_i\) on all existing links and reject the move if any link fails.

The rule was tested on 600 pairs of cuts on \(12\times12\) lattices, half periodic and half free. One cut was straight and the other a random path with the same ends. On the periodic lattices the random path was built so that it did not wind round the cell relative to the straight one. The Burgers number \(b\) was 1 to 3, and heights were random between \(-5\) and \(5\). The energies agreed in all cases.

### A case to follow by hand

On a free \(4\times4\) lattice put a core with \(b=1\) in the central plaquette \((1,1)\). A cut to the right sets \(v(2,1)=v(3,1)=1\). A cut upward sets \(u(1,2)=u(1,3)=-1\). Equivalent heights, top row first, are

```
cut to the right      cut upward
    0 0 0 0            0 0 1 1
    0 0 0 0            0 0 1 1
    0 0 1 1            0 0 1 1
    0 0 1 1            0 0 1 1
```

With the first cut, the links across it have \(g=0-1+1=0\). The two links entering the raised block from the left have \(g=1\), so \(\sum|g|=2\). The sweep covers the upper right quadrant, where \(n=1\). With the second cut, the links across it have \(g=1-0-1=0\), and the same two lower links give 2 again.

If the cut is moved but the heights are not shifted, the two links across the new cut have \(|g|=1\), the two links across the old cut have \(|g|=1\), and the physical step still gives 2, for a total of 6. With the wrong sign, \(n=-1\), the first two pairs have \(|g|=2\) and the total is \(4+4+2=10\). This small case detects both errors. A flat height field would not detect a missing shift, since it gives 2 for either cut.

## What is not invariant

The driving term changes by \(-\Delta\mu\sum_i n_i\). In the example four sites are shifted by one, so for \(\Delta\mu=0.1\) eV the change is \(-0.40\) eV. It is the same constant for all configurations and cancels in every energy difference. Measure deposited material as \(\sum_i(h_i-h_i^{\rm start})\), which is invariant.

A driving force that varies from site to site also changes only by a constant, \(-\sum_i\mu_i n_i\). A nonlinear substrate potential \(U(h_i)\) needs more care: it must become \(U(h_i'-n_i)\), which refers to the original height. Roughness computed from raw heights likewise depends on the cut, while statistics built from \(g_{ij}\) do not.

Moving a core is a physical change. Take a free \(L\times L\) lattice with even \(L\) and a core at its centre. The concentric square loops of sites round the core number \(L/2\) and share no links. On each loop \(\sum|g|\ge|\sum g|=|b|\), so

\[
E\ge\frac{\phi}{2}\,|b|\,\frac{L}{2}.
\]

A straight cut to the edge with all heights zero crosses \(L/2\) links, each with \(|g|=|b|\), and reaches the bound. No rearrangement of heights can remove the step. For \(L=8\), a linear program that minimises over all heights gives 4 broken bonds for \(b=1\) and 8 for \(b=2\). With the core one cell nearer the edge it gives 3 for \(b=1\), so no height shift can undo that move.

Carrying a cut round a periodic cell is also a physical change. On a \(12\times12\) lattice, two opposite cores 4 cells apart can be joined by a cut of 4 links or, the other way round, of 8. The plaquette sums are identical, yet the minimum numbers of broken bonds are 4 and 8. The two offset fields differ by one on every straight walk round the cell across the line of the cuts, so they describe surfaces whose total rise across the cell differs by one layer.

## Event energies and the growth loop

To change \(h_i\) by \(\delta=\pm1\), define \(d_j=h_i-h_j-s_{ij}=-g_{ij}\) for its four neighbours. Each \(d_j\) becomes \(d_j+\delta\), so

\[
\Delta W=\frac{\phi}{2}\sum_{j=1}^{4}\left(|d_j+\delta|-|d_j|\right)-\Delta\mu\,\delta .
\]

Accept the change with probability \(\min(1,e^{-\Delta W/kT})\). Sites of one checkerboard colour are not neighbours, so their costs are independent and they can be updated together. A periodic lattice needs even \(L\) for this.

```
for colour in (0, 1):
    for all sites i of this colour:
        delta = +1 or -1, equally likely
        d[j]  = h[i] - h[j] - s[i,j]
        c     = sum_j |d[j]+delta| - |d[j]|
        dW    = phi/2 * c - dmu * delta
        if random() < exp(-dW/kT): h[i] += delta
```

The offsets need two integers per site. Building a cut costs a time proportional to its length, apart from clearing the arrays, and finding \(n\) costs \(O(L^2)\). A sweep is \(O(L^2)\), as without a dislocation, with one more subtraction per neighbour.

Suppose two runs start from equivalent states and use the same random numbers. Their \(d_j\) agree, so they accept the same events and remain related by the same \(n\). Summing the integer \(c\) before multiplying by \(\phi/2\) makes the floating-point decisions identical too. There is no accumulated rounding error in the heights. In very long runs, integer overflow is avoided by subtracting a common constant from all heights and recording it.

Three faults deserve separate tests: an offset read with the wrong sign from the far end of a link, a shift applied to heights but not to offsets, and a cut that has wound round the cell. The first is found by comparing \(c\) with a full recomputation of \(\sum|g|\) for random sites near the cut.

## When a step source works

Consider opposite cores \(d\) cells apart, joined by a straight step. Add a row of \(m\le d\) cells along the step. Its front creates \(m\) broken bonds and its back removes \(m\), while its two ends create two. The energy change is

\[
\Delta W_{\rm row}=\phi-m\,\Delta\mu .
\]

The row breaks even at \(m=\phi/\Delta\mu\). If \(d\) exceeds this length, a full row lowers \(W\) and the step can bow out. This is not a sharp threshold at finite temperature: a shorter pair can still act as a source by crossing an energy barrier thermally, but this can be so slow that no growth is seen in a run of ordinary length. Adding a complete layer, \(h_i\to h_i+1\), leaves every \(g_{ij}\) unchanged, so the source is not used up.

On a flat face, an \(m\times m\) island has \(4m\) broken bonds and costs \(2\phi m-\Delta\mu m^2\). Setting the derivative \(2\phi-2\Delta\mu m\) to zero gives \(m=\phi/\Delta\mu\) and the barrier \(\phi^2/\Delta\mu\). If the island lies against a short step between cores \(d<\phi/\Delta\mu\) apart, its edge, once at least \(d\) long, cancels the \(d\) broken bonds of that step and lacks \(d\) of its own. The count is lower by \(2d\), and the barrier becomes

\[
\frac{\phi^2}{\Delta\mu}-d\,\phi .
\]

Such an island starts most cheaply as rows of length \(d\) along the step, not as small squares. These energies omit the humps from adding single cells. The first cell of a new row on a straight island edge costs \(\phi-\Delta\mu\), so the barrier to growth cell by cell is higher by about this amount. For \(d\ge\phi/\Delta\mu\) only this hump remains. With \(\phi=0.5\) eV and \(\Delta\mu=0.1\) eV the cell-by-cell barrier is 2.9 eV on the flat face, 1.9 eV for \(d=2\), 0.9 eV for \(d=4\) and 0.4 eV for \(d\ge5\). A free lattice without side-wall energy would spoil the flat comparison: a corner island has only \(2m\) broken bonds, and its barrier is \(\phi^2/(4\Delta\mu)\). The growth example is therefore periodic.

## Worked growth example

The cell and step height of 0.39 nm and \(T=1000\) K are rough values for growth of a cubic perovskite oxide such as SrTiO₃(001). The energies \(\phi=0.5\) eV and \(\Delta\mu=0.1\) eV are assumed for illustration, not fitted to the material. With \(kT=0.0862\) eV, \(e^{\Delta\mu/kT}=3.19\), which for an ideal vapour of whole growth units would be the ratio of its pressure to the equilibrium pressure. The vapour over a real oxide contains several species, so there this is not a single pressure ratio. The lattice has \(48\times48\) cells, and opposite cores with \(b=\pm1\) lie 24 cells, or 9.36 nm, apart.

The break-even row has \(0.5/0.1=5\) cells, or 1.95 nm, so this pair should act as a source. The flat-face barrier is \(0.5^2/0.1=2.5\) eV. For a pair 2 cells apart it is \(2.5-2\times0.5=1.5\) eV, with a Boltzmann factor of \(2.8\times10^{-8}\).

Two runs of 6000 sweeps used the same random numbers, one with a straight cut and one with a wandering cut that shifts 73 sites by amounts between \(-2\) and \(1\). The final heights differed by \(n\) at every site, and both surface energies were 26.50 eV. Evaluating the straight-cut heights with the wandering offsets, without the shift, gives 61.00 eV.

Mean growth after 1500, 3000, 4500 and 6000 sweeps was 2.04, 4.10, 6.31 and 8.61 layers. The last value is 3.36 nm, or about one layer per 700 sweeps. The later intervals add slightly more than the earlier ones, but one run does not separate a trend from scatter. A second random sequence gave 8.45 layers. With all other settings held fixed, the flat face and the pair 2 cells apart both ended with zero net growth, as their barriers suggest.

## Neglected effects and the real material

Deep in the crystal, the shear strain round an isolated screw core is \(a/(2\pi r)\) for a Burgers vector of one cell \(a\). In isotropic linear elasticity with shear modulus \(G\), the energy per cell is

\[
w(r)=\frac{G a^2}{8\pi^2r^2}\,a^3 .
\]

For a rough \(G=120\) GPa, \(w\) equals \(\Delta\mu\) at \(r=0.93\) nm. Midway between the two cores these bulk strains add. Without further periodic images, the energy there is 0.016 eV per cell, about 16% of \(\Delta\mu\); with them it is about 0.010 eV if the periodic cell can shear until its mean stress vanishes, but, if the cell shape is held fixed, about 0.022 eV at the midpoint on the cut and 0.0025 eV at the midpoint on the other side of the cell. At the free surface the field is different, because no shear stress can act on the surface. The shear there lies in the surface plane. Round a single core it gives the same \(w(r)\), but midway between opposite cores the two contributions cancel, so the bulk value is too high at that point. As an estimate, subtracting the bulk strain energy from the driving force, with the \(1/r\) field of each core taken from its nearest periodic image only and replaced inside one cell by a field proportional to \(r\), reduced growth from 8.61 to 5.90 layers in runs with the same random numbers. This is the largest correction measured here. Averaged over four random sequences the fall is nearer 27%, from 8.2 to 6.0 layers, and it depends on the treatment of the core, where linear elasticity fails. A cutoff at two cells gives about 22%. Holding the field at its one-cell value inside that radius gives about 28%, but a pit more than ten layers deep opens at the core. With no cutoff the columns round the core empty by thousands of layers and net growth is negative. It depends on position alone, so it does not disturb the freedom to move the cut.

Temperature lowers the cost of a step through its kinks. If each column of a long step has an independent jump \(k\) of weight \(q^{|k|}\), with \(q=e^{-\phi/2kT}\), then \(\sum_k q^{|k|}=(1+q)/(1-q)=\coth(\phi/4kT)\), and the free energy per cell is

\[
\sigma=\frac{\phi}{2}+kT\ln\tanh\frac{\phi}{4kT}.
\]

This gives 0.2405 eV instead of 0.250 eV. Replacing \(\phi\) by \(2\sigma\) in the row criterion estimates the break-even length as 4.8 cells instead of 5. Moving a bulk atom to a kink breaks six bonds and forms three, so the vacancy fraction is about \(e^{-3\phi/kT}=2.8\times10^{-8}\), and excluding vacancies matters little in this model.

Surface diffusion is absent: each site exchanges units directly with the vapour, and sweeps are not seconds. For an assumed hop barrier of 1.0 eV and a prefactor of \(10^{13}\) s⁻¹ for hops in all four directions together, diffusion across the cell takes about \(2.5\times10^{-5}\) s, against 10 s per layer at an assumed 0.1 layers/s. A uniform supply over this small cell is then plausible if attachment at steps is slower than diffusion, which the model does not decide.

Along [001], real SrTiO₃ is a stack of alternating SrO and TiO₂ planes, which the model merges into one growth unit with one effective bond energy. The model cell also contains \(5.7\times10^{11}\) dislocations per cm², far above the density in good crystals and films. The layer counts are therefore not predictions of a film's growth rate. What carries over to other bond energies and driving forces, within the solid-on-solid description, is the treatment of the cut. The numerical output follows.

## Table of computed values

```
4x4 free lattice, b = 1; rows from top to bottom
heights with cut to the right | heights with cut upward
   0 0 0 0   |   0 0 1 1
   0 0 0 0   |   0 0 1 1
   0 0 1 1   |   0 0 1 1
   0 0 1 1   |   0 0 1 1
broken bonds, cut to the right: 2
broken bonds, cut upward, heights shifted: 2
broken bonds, cut upward, heights not shifted: 6
broken bonds, cut upward, shift of wrong sign: 10
sum of height shifts n (cells): 4
constant change of -dmu*sum(h): -0.40 eV
random moved cuts tested, all energies equal: 600
8x8 free, central core, least broken bonds b=1: 4
8x8 free, central core, least broken bonds b=2: 8
8x8 free, core moved by one cell, b=1: 3
12x12 periodic pair 4 apart, cut the short way: 4
12x12 periodic pair 4 apart, cut the long way: 8
growth: lattice 48 x 48 cells, side 18.72 nm
cell and step height 0.39 nm, T = 1000 K, kT = 0.0862 eV
phi = 0.5 eV, dmu = 0.1 eV, exp(dmu/kT) = 3.19
core separation 24 cells = 9.36 nm
break-even row: 5.0 cells = 1.95 nm
square-island barrier, flat face: 2.50 eV
square-island barrier, pair 2 cells apart: 1.50 eV
sites whose height is shifted by the wandering cut: 73
smallest and largest shift n: -2 1
sweep 1500: mean growth 2.039 layers = 0.795 nm
sweep 3000: mean growth 4.100 layers = 1.599 nm
sweep 4500: mean growth 6.307 layers = 2.460 nm
sweep 6000: mean growth 8.613 layers = 3.359 nm
final surface energy, straight cut: 26.50 eV
final surface energy, wandering cut: 26.50 eV
same heights, wandering cut, no shift: 61.00 eV
second random seed, final growth: 8.452 layers
flat face, final growth: 0.00000 layers
pair 2 cells apart, final growth: 0.00000 layers
rough shear modulus: 120 GPa
radius where core strain energy equals dmu: 0.93 nm
strain energy per cell midway between cores: 0.0156 eV
final growth with strain energy included: 5.897 layers
step energy 0.250 eV, step free energy 0.2405 eV per cell
break-even row with step free energy: 4.81 cells
bulk vacancy fraction exp(-3 phi/kT): 2.8e-08
rough hop barrier 1.0 eV, prefactor 1e+13 1/s
time to diffuse across the lattice: 2.5e-05 s
time per layer at a rough 0.1 layers/s: 10 s
dislocation density of the model cell: 5.7e+11 per cm2
```
